Drude-Smith Conductivity with Complete Backscattering: Zero dc Value and Half-Drude Peak, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The theorem and its proof

Consider classical carriers of charge ±e, mass m and density n that do not interact with one another. A uniform electric field E of angular frequency ω drives them, and collisions interrupt their motion after a mean time τ. Dimensions fix most of the answer before any collision is described in detail. Independent carriers add their currents, so the conductivity σ is proportional to n. The field enters the motion through the acceleration ±eE/m, and the current counts the charge a second time, so σ is proportional to e²/m. The quantity ne²/m is a conductivity divided by a time. The remaining factor must therefore be a time, and the available times are τ and 1/ω. Hence

σ(ω) = σ₀ F(x), with σ₀ = ne²τ/m and x = ωτ,

where F is a dimensionless function that may also depend on pure numbers describing the collisions. If the real part of σ has a peak, it must lie at a pure number x, and its height must be a pure fraction of σ₀.

A symmetry adds one more fact. A real field produces a real current, which requires σ(−ω) to be the complex conjugate of σ(ω). The real part of F is thus even in x. If it vanishes at x = 0 and is smooth there, it starts at order x² or higher. What remains is to find the function, the position of its peak and the height.

Assumptions

A1. The response is linear and classical. All carriers have the same isotropic mass m, they respond independently, and each feels the applied field E.

A2. Collisions form a Poisson process: in a short time dt each carrier collides with probability dt/τ, whatever its velocity and its past.

A3. Let a short field pulse add the velocity u to every carrier. The mean of this added velocity is u before the first collision, cu between the first and the second, and zero after the second. The number c lies between −1 and 1.

In A3 the thermal velocities do not appear, because without a field their mean is zero. The value c = 0 means that one collision erases the effect of the field, which is the Drude model. The value c = −1 means that the first collision reverses the mean added velocity completely. This is what is meant here by complete backscattering. The loss of all memory at the second collision is a postulate and does not follow from A2; Remark 5 shows how much depends on it.

Fields and currents vary as exp(−iωt), and the physical quantity is the real part. With this sign a positive imaginary part of σ means that the current lags behind the field, as for an inertial load. A negative one means that it leads, as for a capacitor.

Theorem. Under A1 to A3 the conductivity is

σ = σ₀ [1/(1 − ix) + c/(1 − ix)²].

For c = −1 its real part is

Re σ = 2σ₀x²/(1 + x²)².

This vanishes at x = 0. For x > 0 it has a single maximum, at x = 1, where it equals σ₀/2.

The quantity σ₀ is the dc conductivity of a Drude gas with the same n, τ and m. It is a reference value. The dc conductivity of the system with c = −1 is zero.

Lemma 1 (number of collisions). The probability that a carrier has collided n′ times in the time t is

P(n′,t) = exp(−t/τ) (t/τ)^n′ / n′!.

Proof. A carrier leaves the group with n′ collisions at the rate 1/τ and enters it from the group with n′ − 1 at the same rate. Therefore

dP(0,t)/dt = −P(0,t)/τ,

dP(n′,t)/dt = [P(n′−1,t) − P(n′,t)]/τ for n′ ≥ 1.

Write P(n′,t) = exp(−t/τ) Q(n′,t). The derivative of the exponential cancels the loss term, which leaves

dQ(0,t)/dt = 0 and dQ(n′,t)/dt = Q(n′−1,t)/τ.

At t = 0 no collision has happened, so Q(0,0) = 1 and all other Q vanish. The first equation gives Q(0,t) = 1. Repeated integration then gives t/τ, (t/τ)²/2, and in general (t/τ)^n′/n′!, since integrating (t/τ)^(n′−1)/(n′−1)! over t and dividing by τ raises the power by one and divides by n′. This proves the lemma.

Lemma 2 (response to a pulse). The conductivity is

σ(ω) = (ne²/m) ∫₀^∞ R(s) exp(iωs) ds,

R(s) = exp(−s/τ) (1 + cs/τ).

Proof. Let the field be a pulse of strength K at time zero, where K is the time integral of the field. A carrier of charge q = ±e gains the velocity u = qK/m. By A3 the mean added velocity after a time s is

u [P(0,s) + cP(1,s)] = u exp(−s/τ)(1 + cs/τ) = uR(s),

where Lemma 1 supplied the two probabilities. The current density is nq times this velocity, which is (nq²/m)K R(s), and q² = e² for either sign of charge.

Any field can be regarded as a sequence of pulses E(t−s)ds, each applied a time s before the time of observation. Linearity lets their currents be added:

j(t) = (ne²/m) ∫₀^∞ R(s) E(t−s) ds.

For E(t) = E₀exp(−iωt) the delayed field is E(t−s) = E(t)exp(iωs). The factor E(t) comes out of the integral, and j = σE gives the stated formula.

Lemma 3 (two integrals). With z = 1 − ix,

∫₀^∞ exp(−s/τ) exp(iωs) ds = τ/z,

∫₀^∞ (s/τ) exp(−s/τ) exp(iωs) ds = τ/z².

Proof. The exponents combine to −s/τ + iωs = −zs/τ. The real part of z is 1, so the exponential vanishes at infinity. The first integral is then [−(τ/z)exp(−zs/τ)] taken from 0 to ∞, which is τ/z. In the second, integrate by parts, differentiating s/τ and integrating the exponential. The boundary term −(s/z)exp(−zs/τ) vanishes at both ends. The rest is

(1/τ)(τ/z) ∫₀^∞ exp(−zs/τ) ds = (1/z)(τ/z) = τ/z².

Proof of the theorem. Lemmas 2 and 3 give

σ = (ne²/m)(τ/z + cτ/z²) = σ₀(1/z + c/z²),

which is the Drude-Smith formula. Now set c = −1 and use a common denominator:

σ/σ₀ = (z − 1)/z² = −ix/(1 − ix)².

To separate real and imaginary parts, multiply numerator and denominator by (1 + ix)². The denominator becomes (1 + x²)², because (1 − ix)(1 + ix) = 1 + x². The square in the numerator is (1 + ix)² = 1 − x² + 2ix. Its product with −ix is

−ix(1 − x²) − 2i²x² = 2x² − ix(1 − x²).

Hence

Re σ/σ₀ = 2x²/(1 + x²)²,

Im σ/σ₀ = −x(1 − x²)/(1 + x²)².

The real part is zero at x = 0. For the maximum, subtract it from 1/2:

1/2 − 2x²/(1 + x²)² = [(1 + x²)² − 4x²]/[2(1 + x²)²]

= (1 − x²)²/[2(1 + x²)²].

The last step used (1 + x²)² − 4x² = 1 − 2x² + x⁴. The result is a square divided by a positive quantity, so it is never negative, and for x > 0 it vanishes at x = 1 and nowhere else. The value 1/2 is therefore reached there and is nowhere exceeded.

To see that there is no second, lower maximum, put y = x². The derivative of 2y/(1 + y)² with respect to y is 2(1 − y)/(1 + y)³, which is positive for y < 1 and negative for y > 1. The curve rises up to x = 1 and falls beyond it. This completes the proof.

The two parts of the argument that rest on averaging were tested by following one million random collision histories. For c = −1 and c = −0.6, each at x = 0.3, 1 and 2.5, the largest difference from the formula was 0.0026σ₀, which is of the size of the sampling noise.

Remark 1 (why the dc conductivity vanishes). The dc conductivity measures how far a pulse finally displaces the carriers. Before its first collision a carrier moves with the added velocity u for a mean time τ. Between the first and the second collision it moves with −u, again for a mean time τ. The mean displacements are uτ and −uτ, and they cancel. Individual carriers do not in general return to their starting points, since their two flight times differ; the mean displacement alone returns to zero. At any time t it is

u ∫₀^t exp(−s/τ)(1 − s/τ) ds = ut exp(−t/τ),

as differentiation of the right side confirms. It grows to its largest value at t = τ and then decays.

Remark 2 (why the peak is at x = 1 and has half the Drude value). The displacement t exp(−t/τ) is that of a critically damped oscillator after a kick. This suggests the equation of motion

d²r/dt² + (2/τ) dr/dt + r/τ² = qE/m

for the mean displacement r. With the time factor exp(−iωt) the left side becomes

(−ω² − 2iω/τ + 1/τ²) r = (1 − ix)² r/τ².

The velocity is −iωr, so the current density is

j = nq(−iωr) = (ne²τ/m) [−ix/(1 − ix)²] E.

This is the formula just proved, so the equivalence holds at every frequency. At ω = 1/τ the inertial term −ω²r and the restoring term r/τ² cancel. The field then works against friction alone. The friction rate is 2/τ, twice that of the Drude gas, and the velocity is qEτ/(2m). This gives σ = σ₀/2 with no imaginary part. The restoring force belongs to the mean motion. No spring was put into the model; the force represents the average effect of the reversed flights.

Remark 3 (shape of the curve). Half of the peak value is reached where 2x²/(1 + x²)² = 1/4, or (1 + x²)² = 8x². The positive root of both sides is 1 + x² = 2√2 x, with the solutions

x = √2 − 1 ≈ 0.414 and x = √2 + 1 ≈ 2.414.

Replacing x by 1/x leaves the real part unchanged and reverses the sign of the imaginary part. On a logarithmic frequency axis the absorption is therefore symmetric about its peak. Below the peak the current leads the field, and above it the current lags.

For small x the real part is close to 2σ₀x². For large x it approaches 2σ₀/x², twice the Drude tail, since the Drude real part is σ₀/(1 + x²). The two curves cross where 2x² = 1 + x², which is x = 1. The Drude gas thus also has the conductivity σ₀/2 at the frequency of the peak. Backscattering lowers the absorption below this frequency and raises it above.

The total is conserved. For any c the real part is

Re σ/σ₀ = 1/(1 + x²) + c(1 − x²)/(1 + x²)².

The second fraction is the derivative of x/(1 + x²), which is zero at both x = 0 and x = ∞. It adds nothing to the integral, and

∫₀^∞ Re(σ/σ₀) dx = ∫₀^∞ dx/(1 + x²) = π/2.

Remark 4 (incomplete backscattering). With y = x² and a common denominator, the general real part is

Re σ/σ₀ = [1 + c + (1 − c)y]/(1 + y)².

At y = 0 it is 1 + c. Its derivative with respect to y has the sign of

(1 − c)(1 + y) − 2[1 + c + (1 − c)y] = −(1 + 3c) − (1 − c)y.

For −1 ≤ c < −1/3 this is positive at small y and changes sign once. There is then one peak, at

x² = −(1 + 3c)/(1 − c).

At this point 1 + y = −4c/(1 − c), and the numerator of the real part is −2c, so the height is

Re σ = σ₀(1 − c)²/(−8c).

For −1/3 ≤ c < 1 the real part falls steadily from zero frequency. With c = −0.8 the dc value is 0.2σ₀ and the peak is at x = 0.882 with height 0.506σ₀. A modest departure from c = −1 thus changes the dc value strongly and the peak height very little.

Remark 5 (the role of the second collision). Suppose instead that every collision reverses the mean added velocity and that memory is never lost. After n′ collisions the factor is (−1)^n′, and the response becomes

R(s) = exp(−s/τ) Σ (−s/τ)^n′/n′! = exp(−2s/τ).

The first integral of Lemma 3, with the decay rate 2/τ in place of 1/τ, now gives σ = σ₀/(2 − ix), with real part 2σ₀/(4 + x²). Its dc value is σ₀/2, and it has no peak at a nonzero frequency. The theorem is therefore not a statement about reversal at every collision. Its formula belongs to one reversal followed by a collision that erases the memory. Other rules can also give zero dc conductivity and a peak, but with a different curve. An example is a factor of −1/2 after the first and after the second collision, and zero after the third.

Under A1 to A3 with c = −1, the real part of the conductivity vanishes at zero frequency and has a single peak of height σ₀/2 at ωτ = 1. It remains to see which of these results survive in a model with walls and a grain size, and to work through an example for silicon grains.

Numerical values quoted here were computed with a short program.
